# Spacing of the first reflection zeros of a uniform Bragg grating

## Problem

A silicon strip waveguide carries a uniform first-order Bragg grating of length $L=0.3$ mm. The coupling coefficient is $\kappa=20$ per mm, the Bragg wavelength is $\lambda_0=1550$ nm, and the group index of the guided mode is $n_g=4.2$. Light enters from one end and nothing enters from the other.

(a) Derive the power reflectance as a function of detuning from the Bragg condition.

(b) Find the first zero of reflection on each side of the stop band, and derive the wavelength spacing between these two zeros.

(c) Evaluate the spacing. Compare it with the limits of a very strong and a very weak grating.

(d) Estimate how errors in the coupling, propagation loss, dispersion, temperature and a drift of the waveguide width affect the result.

## Solution

### The coupled equations

Let $\beta=2\pi n_{\rm eff}/\lambda$ be the propagation constant of the mode without the grating, $n_{\rm eff}$ its effective index and $\Lambda$ the grating period. Fields vary in time as $e^{-i\omega t}$, so $e^{i\beta z}$ travels forward. The model is a scalar wave in one guided mode, without loss. The grating modulates the square of the local propagation constant, and its fundamental Fourier component gives

$$E''+\left[\beta^2+4\beta\kappa\cos(2Kz)\right]E=0,\qquad K=\frac{\pi}{\Lambda}.$$

This defines $\kappa$, which is taken real and positive by choice of the origin of $z$. Write the field as a forward and a backward wave with slowly varying amplitudes:

$$E=A(z)e^{iKz}+B(z)e^{-iKz}.$$

The cosine is $\tfrac12(e^{2iKz}+e^{-2iKz})$. Its first part turns $Be^{-iKz}$ into $\tfrac12Be^{iKz}$, and its second part turns $Ae^{iKz}$ into $\tfrac12Ae^{-iKz}$. The remaining products vary as $e^{\pm3iKz}$, are far from phase matching, and are dropped. The second derivatives $A''$ and $B''$ are dropped beside $2KA'$ and $2KB'$. Collecting the terms in $e^{iKz}$ and in $e^{-iKz}$ then gives

$$2iKA'+(\beta^2-K^2)A+2\beta\kappa B=0,$$
$$-2iKB'+(\beta^2-K^2)B+2\beta\kappa A=0.$$

Define the detuning $\delta=\beta-K$. Near the Bragg condition $\beta\approx K$, so $(\beta^2-K^2)/(2K)=\delta(\beta+K)/(2K)\approx\delta$ and $\beta\kappa/K\approx\kappa$. Dividing the first equation by $2iK$ and the second by $-2iK$ leaves

$$A'=i\delta A+i\kappa B,\qquad B'=-i\kappa A-i\delta B. \tag{1}$$

These approximations need $\kappa,|\delta|\ll K$. For the period found below, 317.46 nm, $K$ is about 9900 per mm, so the condition holds well.

### (a) The reflectance

Differentiate the second equation of (1) and substitute both equations:

$$B''=-i\kappa(i\delta A+i\kappa B)-i\delta(-i\kappa A-i\delta B)$$
$$=\kappa\delta A+\kappa^2B-\kappa\delta A-\delta^2B=-(\delta^2-\kappa^2)B.$$

With $q^2=\delta^2-\kappa^2$, the solution that satisfies $B(L)=0$ is

$$B(z)=C\sin[q(L-z)].$$

The second equation of (1), solved for $A$, is $A=(i/\kappa)(B'+i\delta B)$. Since $B'(0)=-qC\cos qL$,

$$A(0)=\frac{iC}{\kappa}\left(-q\cos qL+i\delta\sin qL\right)=-\frac{iC}{\kappa}\left(q\cos qL-i\delta\sin qL\right).$$

The amplitude reflection coefficient is therefore

$$r=\frac{B(0)}{A(0)}=\frac{i\kappa\sin qL}{q\cos qL-i\delta\sin qL}. \tag{2}$$

For $|\delta|>\kappa$ the number $q$ is real. The squared modulus of the denominator is

$$q^2\cos^2qL+\delta^2\sin^2qL=(\delta^2-\kappa^2)\cos^2qL+\delta^2\sin^2qL=\delta^2-\kappa^2\cos^2qL,$$

so that

$$R=|r|^2=\frac{\kappa^2\sin^2qL}{\delta^2-\kappa^2\cos^2qL}. \tag{3}$$

For $|\delta|<\kappa$, put $q=i\gamma$ with $\gamma=\sqrt{\kappa^2-\delta^2}$. Then $\sin qL=i\sinh\gamma L$ and $\cos qL=\cosh\gamma L$, so the numerator of (2) is $-\kappa\sinh\gamma L$ and its denominator is $i\gamma\cosh\gamma L+\delta\sinh\gamma L$. The squared modulus of this denominator is $\gamma^2\cosh^2\gamma L+\delta^2\sinh^2\gamma L=\kappa^2\cosh^2\gamma L-\delta^2$, and therefore

$$R=\frac{\kappa^2\sinh^2\gamma L}{\kappa^2\cosh^2\gamma L-\delta^2}. \tag{4}$$

This range is the stop band, where the fields are combinations of growing and decaying exponentials. At its centre $R=\tanh^2\kappa L$.

### (b) The zeros and their spacing

In the stop band $\sinh\gamma L>0$, so (4) has no zero. Outside it, (3) vanishes when $\sin qL=0$ and the denominator is not zero, which gives

$$qL=m\pi,\qquad m=1,2,3,\ldots$$

At these points the denominator of (2) is $\pm q$, which is indeed nonzero.

The value $m=0$ must be examined separately, because numerator and denominator of (2) then vanish together. As $q\to0$, $\sin qL\approx qL$ and $\cos qL\approx1$. The common factor $q$ cancels:

$$r\to\frac{i\kappa L}{1-i\delta L},\qquad \delta=\pm\kappa,\qquad R=\frac{(\kappa L)^2}{1+(\kappa L)^2}. \tag{5}$$

The edge of the stop band is therefore not a reflection zero. The first zeros have $m=1$:

$$\delta=\pm\delta_1,\qquad \delta_1=\sqrt{\kappa^2+\frac{\pi^2}{L^2}}. \tag{6}$$

At such a zero, $B(z)=C\sin[\pi(L-z)/L]$ vanishes at both ends and is largest in the middle. The backward wave exists inside the grating, but its amplitude has returned to zero at the entrance.

To convert detuning to wavelength, keep the period fixed and differentiate $\beta=2\pi n_{\rm eff}/\lambda$:

$$\frac{d\delta}{d\lambda}=\frac{2\pi}{\lambda}\frac{dn_{\rm eff}}{d\lambda}-\frac{2\pi n_{\rm eff}}{\lambda^2}=-\frac{2\pi}{\lambda^2}\left(n_{\rm eff}-\lambda\frac{dn_{\rm eff}}{d\lambda}\right)=-\frac{2\pi n_g}{\lambda^2}. \tag{7}$$

The bracket is the definition of the group index. It enters because the effective index itself changes as the wavelength is scanned. The minus sign means that the zero at positive $\delta$ lies on the short-wavelength side.

The two zeros are separated by $2\delta_1$ in detuning. Dividing by the magnitude of the slope at $\lambda_0$ gives

$$\boxed{\Delta\lambda\approx\frac{\lambda_0^2}{2\pi n_g}\,2\delta_1=\frac{\lambda_0^2}{\pi n_g}\sqrt{\kappa^2+\frac{\pi^2}{L^2}}} \tag{8}$$

The error of this linear conversion can be found for constant $n_g$. Integrating (7) from $\lambda_0$, where $\delta=0$, gives $\delta=2\pi n_g(1/\lambda-1/\lambda_0)$. With $x=\delta_1/(2\pi n_g)$, the zeros lie at $1/\lambda=1/\lambda_0\pm x$, and their separation is

$$\frac{1}{1/\lambda_0-x}-\frac{1}{1/\lambda_0+x}=\frac{2x\lambda_0^2}{1-x^2\lambda_0^2}.$$

The numerator is (8). The relative correction is about $(x\lambda_0)^2$, where $x\lambda_0$ is the offset of one zero divided by $\lambda_0$. For the present grating this is $(2.055/1550)^2\approx2\times10^{-6}$, which is negligible.

### (c) The numbers and the two limits

The finite length contributes $\pi/L=3.1416/0.3=10.472$ per mm. Hence

$$\delta_1=\sqrt{20^2+10.472^2}=22.576\ \text{per mm}.$$

The conversion factor, with one wavelength in nm and the other in mm, is

$$\frac{\lambda_0^2}{\pi n_g}=\frac{1550\times0.00155}{3.1416\times4.2}=0.18208\ \text{nm mm}.$$

The spacing is therefore

$$\Delta\lambda=0.18208\times22.576=4.11\ \text{nm},$$

or about 4.1 nm (4100 pm). Each zero is about 2.1 nm from the Bragg wavelength.

Equation (8) can be written as a sum of squares:

$$\Delta\lambda^2=\left(\frac{\lambda_0^2\kappa}{\pi n_g}\right)^2+\left(\frac{\lambda_0^2}{n_gL}\right)^2.$$

The first term is the width of the stop band, from $\delta=-\kappa$ to $\delta=\kappa$, which is 3.64 nm here. The second is the spacing that the length alone would give, 1.91 nm. Their combination is $\sqrt{3.642^2+1.907^2}=4.11$ nm.

**Strong grating.** When $\kappa L\gg\pi$, expanding the square root gives

$$\Delta\lambda\approx\frac{\lambda_0^2\kappa}{\pi n_g}\left[1+\frac{\pi^2}{2(\kappa L)^2}\right].$$

The zeros close in on the edges of the stop band, and a longer grating no longer narrows the spectrum appreciably. Here $\kappa L=6$. The reflectance at the centre is nearly complete, with a transmission of $1/\cosh^2 6=2.46\times10^{-5}$, but the zeros are still well outside the band edges. The leading term alone is 11 percent below the full spacing.

**Weak grating.** When $\kappa L\ll\pi$, the spacing tends to $\lambda_0^2/(n_gL)$ and no longer depends on the coupling. If moreover $\kappa L\ll1$, the wave is hardly depleted, and the reflection is the sum of small contributions from all points of the grating. At the first zero the phase $2\delta z$ runs through $2\pi$ over the length, so the contributions cancel.

The relation can also be inverted to obtain the coupling from a measured spacing:

$$\kappa=\sqrt{\left(\frac{\pi n_g\Delta\lambda}{\lambda_0^2}\right)^2-\frac{\pi^2}{L^2}}.$$

If the length term were omitted, the spacing found here would be read as $\kappa=22.6$ per mm, which is 13 percent above the true 20 per mm.

The effective index is needed for the period, but not for the spacing. Choosing 945 periods in 0.3 mm gives $\Lambda=317.46$ nm, and the Bragg condition $\lambda_0=2n_{\rm eff}\Lambda$ gives $n_{\rm eff}=2.441$. Putting this index into (8) in place of $n_g$ would give 7.07 nm, too large by the factor $n_g/n_{\rm eff}=1.72$.

The result can be compared with a calculation that does not use coupled waves. Let each period consist of two layers of equal thickness whose indices differ by $\Delta n$. The square profile has amplitude $\Delta n/2$ about its mean, so its fundamental Fourier amplitude is $(4/\pi)(\Delta n/2)=2\Delta n/\pi$. To first order, the squared propagation constant is modulated by

$$2\beta\,\frac{2\pi}{\lambda_0}\,\frac{2\Delta n}{\pi}=\frac{8\beta\Delta n}{\lambda_0}.$$

Setting this equal to $4\beta\kappa$ gives $\kappa=2\Delta n/\lambda_0$, hence $\Delta n=0.0155$. Multiplying the optical matrices of all 945 periods, with a mean index that has the stated group index, gives zeros at 1547.949 and 1552.060 nm. Their spacing is 4.111 nm, in agreement with (8). Their midpoint is about 0.004 nm above 1550 nm. The reciprocal relation between $\delta$ and $\lambda$ accounts for about 0.003 nm of this shift; the remainder has not been separated into causes.

### (d) How far the result can be trusted

**Coupling.** Differentiating the logarithm of (8) at fixed length and group index gives

$$\frac{d\ln\Delta\lambda}{d\ln\kappa}=\frac{\kappa^2}{\kappa^2+\pi^2/L^2}=\frac{400}{509.7}=0.78.$$

A coupling 10 percent higher widens the spacing to 4.44 nm, an increase of 0.33 nm. For the sizes of error assumed in this part, this one changes the spacing most.

**Width of a zero.** Let the detuning differ from $\delta_1$ by a small amount $\varepsilon$. From $q^2=\delta^2-\kappa^2$, $q$ changes by $\delta_1\varepsilon/q$ with $q=\pi/L$. Near $qL=\pi$ the sine is minus the change of $qL$, so $|\sin qL|\approx L\delta_1|\varepsilon|/q$. The denominator of (2) has modulus close to $q$. Therefore

$$|r|\approx\frac{\kappa\delta_1L|\varepsilon|}{q^2}=\frac{\kappa\delta_1L^3|\varepsilon|}{\pi^2}. \tag{9}$$

For $R=0.01$, or $|r|=0.1$, this gives $|\varepsilon|=0.081$ per mm. By (7) that is a wavelength offset of 0.007 nm. The reflectance is thus below 1 percent only within about 0.007 nm of the zero, and a coarser wavelength scan can miss its depth.

**Propagation loss.** If power decays as $e^{-\alpha z}$, the amplitudes decay at the rate $\alpha/2$ in their directions of travel. In (1) this replaces $\delta$ by $\delta+i\alpha/2$. Equation (9) with $\varepsilon=i\alpha/2$ gives the reflectance left at the minimum:

$$R_{\min}\approx\left(\frac{\kappa\delta_1\alpha L^3}{2\pi^2}\right)^2.$$

A rough loss of 3 dB/cm means $\alpha=0.0691$ per mm, and the estimate is $1.8\times10^{-3}$. Evaluating (2) with the complex detuning gives $1.7\times10^{-3}$, or $-27.8$ dB. The estimate is about 10 percent too high because it omits the term $-i\delta\sin qL$ in the denominator. To first order in $\alpha$ that term multiplies the modulus of the denominator by

$$1+\frac{\delta_1^2\alpha L}{2q^2}=1.048,$$

which lowers $R$ by the square of this factor. The spacing of the minima remains 4.11 nm.

**Dispersion.** Suppose the group index varies with wavelength, and let $y=\lambda-\lambda_0$. To second order, $\delta=-ay+by^2$ with $a=2\pi n_g/\lambda_0^2$. Setting $\delta=\mp\delta_1$ gives

$$y\approx\pm\frac{\delta_1}{a}+\frac{b}{a}\left(\frac{\delta_1}{a}\right)^2.$$

The quadratic term moves both zeros in the same direction and cancels from their difference at this order. For a rough dispersion of 1000 ps/(nm km), the group index changes by $6\times10^{-4}$ between the centre and one zero, and the spacing is still 4.11 nm.

**Temperature.** A uniform change $\Delta n_{\rm eff}$ adds $2\pi\Delta n_{\rm eff}/\lambda_0$ to $\delta$. A zero stays at its own value of $\delta$, so its wavelength must move by an amount $s$ that satisfies

$$\frac{2\pi\Delta n_{\rm eff}}{\lambda_0}-\frac{2\pi n_g s}{\lambda_0^2}=0,\qquad s=\frac{\lambda_0\Delta n_{\rm eff}}{n_g}.$$

Thermal expansion of the period is neglected. With a rough index change of $2\times10^{-4}$ per K, 1 K moves both zeros by 0.074 nm and leaves their spacing at 4.11 nm. The shift is ten times the 0.007 nm found above, so with this index change, a zero set on a fixed laser wavelength keeps its reflectance below 1 percent only while the grating temperature stays within about 0.1 K.

**Width drift.** A gradual change of waveguide width makes $\delta$ depend on position, and the condition $qL=\pi$, derived for constant $q$, no longer applies. Take a linear drift of 0.5 nm from end to end and a rough index sensitivity of $2\times10^{-3}$ per nm of width, with the mean index and $\kappa$ held fixed. The index then drifts by $10^{-3}$ and the detuning by 4.05 per mm. Solving (1) with this varying detuning gives minima 4.10 nm apart. The spacing has hardly moved, but the reflectance at the minima has risen to 0.12. For these values, the drift spoils the depth of the zeros far more than the assumed loss does. The depth depends strongly on the assumed sensitivity. For a strip 500 nm wide and 220 nm high in oxide the sensitivity is nearer $1.6\times10^{-3}$ per nm, and the same drift then leaves a reflectance of about 0.08.

**The real device.** The parameters are in the range of a silicon strip waveguide about 500 nm wide and 220 nm high, clad in oxide, with corrugated sidewalls. A group index near 4.2 is typical of such a guide, and the coupling depends on the depth and shape of the corrugation. Fabrication tends to round the corrugations, so the actual $\kappa$ can differ from the designed one; the 0.33 nm found for a 10 percent change shows what this does to the spacing. The dispersion of such a guide is near 600 ps/(nm km), below the value assumed above. Real guides also break the assumption of perfect uniformity, in thickness as well as in width. The effective index of this guide changes by nearly $4\times10^{-3}$ per nm of silicon thickness, more than twice its change per nm of width. With a drift as small as the one assumed above, the minima stay about 4.1 nm apart but do not reach zero. Larger variations of the width can also change the spacing noticeably; (8) then no longer applies, and (1) must be solved with the actual detuning along the guide. The estimates assume optical power low enough for nonlinear absorption and self-heating to be ignored.

## Computed values

```
Grating length: 0.3 mm
Coupling coefficient: 20.0 per mm
Bragg wavelength: 1550 nm
Group index: 4.2
Coupling times length: 6.00
Number of periods: 945
Period: 317.46 nm
Effective index from Bragg condition: 2.4413
Index step of square profile: 0.0155
pi/length: 10.472 per mm
First-zero detuning, formula: 22.576 per mm
First-zero detuning, integration: 22.576 per mm
Wavelength squared/(pi group index): 0.18208 nm mm
Null spacing, formula: 4.111 nm
Null spacing, formula: 4111 pm
Offset of each null, formula: 2.055 nm
Stop-band width alone: 3.642 nm
Weak-grating spacing alone: 1.907 nm
Spacing if effective index is misused: 7.072 nm
Band-edge reflectance: 0.9730
Center transmission, coupled waves: 2.458e-05
Center transmission, layers: 2.458e-05
Short-wavelength null, layers: 1547.949 nm
Long-wavelength null, layers: 1552.060 nm
Null spacing, layers: 4.111 nm
Spacing with coupling raised 10 percent: 4.436 nm
Assumed loss: 3.0 dB/cm
Power loss coefficient: 0.0691 per mm
Reflectance floor with loss: 1.66e-03
Reflectance floor with loss: -27.8 dB
Small-loss estimate of floor: 1.82e-03
Spacing of minima with loss: 4.111 nm
Assumed dispersion: 1000 ps/(nm km)
Group-index change at one null: 6.2e-04
Null spacing with dispersion: 4.111 nm
Assumed index change per kelvin: 2.0e-04 per K
Common null shift for 1 K: 0.074 nm
Null spacing after 1 K: 4.111 nm
Assumed width drift end to end: 0.5 nm
Assumed index change per width: 2.0e-03 per nm
Index drift end to end: 1.0e-03
Detuning drift end to end: 4.05 per mm
Spacing of minima with drift: 4.100 nm
Reflectance floor with drift: 0.124
```
